# Electromigration Stress at a Junction Between Two Long Line Segments

Q: Two long metal segments are joined end to end, and the electron wind pushes on every atom with the same force in both. A uniform force has no gradient. Why should stress appear at the junction at all?

A: Because equal forces do not give equal atomic fluxes. Put the junction at $x=0$, with segment 1 at $x<0$ and segment 2 at $x>0$, and let the wind force $F$ on an atom point along $+x$. An atom drifts at its mobility $D/(k_BT)$ times the force, where $D$ is the atomic diffusivity. If $D_2>D_1$, segment 2 initially carries atoms away from the junction faster than segment 1 supplies them. The metal there is depleted, and because its surroundings hold it in place, it goes into tension.

I use atomic units in the algebra, so the elementary charge is one, but I keep $k_B$. Then $F=Z\rho j$, where $Z$ is the magnitude of the effective charge, $\rho$ the resistivity and $j$ the current density. Tension is positive.

Q: Depletion cannot continue at that initial rate. The stress must push back.

A: It does, and that belongs in the flux. Tension $\sigma$ makes it easier to insert an atom of volume $\Omega$, so the chemical potential is $\mu=\mu_0-\Omega\sigma$. The force from its gradient is $-\partial_x\mu=+\Omega\,\partial_x\sigma$: atoms are drawn towards tension. The drift velocity is therefore

$$v=\frac{D}{k_BT}\left(F+\Omega\frac{\partial\sigma}{\partial x}\right).$$

Let $C$ be the number of atoms per volume and $\theta=\Omega C-1$ the fractional excess of atoms. Conservation reads $\partial_tC=-\partial_x(Cv)$. Multiplying by $\Omega$ and keeping the leading order in small $\theta$ gives

$$\frac{\partial\theta}{\partial t}=-\frac{\partial v}{\partial x}.$$

At this order $v$ is also the volume of atoms crossing unit area per unit time.

Q: How does an excess of atoms become a stress?

A: I assume that atoms are added or removed locally, at grain boundaries for instance, and that the confined line responds elastically with an effective modulus $B$. An excess gives compression, so $\sigma=-B\theta$ and $\partial_t\sigma=-B\,\partial_t\theta=B\,\partial_xv$. Inserting $v$,

$$\frac{\partial\sigma}{\partial t}=\frac{\partial}{\partial x}\left[\kappa\left(\frac{\partial\sigma}{\partial x}+G\right)\right],\qquad \kappa=\frac{B\Omega D}{k_BT},\qquad G=\frac F\Omega .$$

Here $\kappa$ is the stress diffusivity and $G$ is the wind force written as a stress gradient. I measure $\sigma$ from a uniform initial stress. In this linear model such a stress has no gradient and simply adds to the answer.

Inside one segment $\kappa G$ is constant and its derivative vanishes, leaving $\partial_t\sigma=\kappa_i\,\partial_x^2\sigma$. The wind acts only where $\kappa G$ changes, which here means the junction, and at the line ends.

Q: Which conditions do you impose at the junction? A grain boundary could block atoms.

A: It could, and then this calculation would not apply. I assume a junction that neither blocks nor stores atoms, equal cross-sections, equal atomic volumes and the same $\mu_0$ on both sides. The chemical potential, and with it $\sigma$, is then continuous, and so is $v$. For now I also take $B$ equal in the two segments. Continuity of $v$ is then continuity of $Bv=\kappa(\partial_x\sigma+G)$:

$$\kappa_1\left(\sigma_1'+G\right)=\kappa_2\left(\sigma_2'+G\right)\quad\text{at }x=0.$$

Far from the junction the stress change vanishes, as long as nothing has arrived from the ends.

Q: Solve it without guessing the time dependence.

A: Take the Laplace transform, $\tilde\sigma(x,s)=\int_0^\infty e^{-st}\sigma(x,t)\,dt$. Since $\sigma$ starts at zero, the diffusion equation becomes $s\tilde\sigma_i=\kappa_i\tilde\sigma_i''$. Its solutions are exponentials with decay constant $q_i=\sqrt{s/\kappa_i}$. Keeping those that decay away from the junction, and using continuity to give both the same amplitude $a(s)$,

$$\tilde\sigma_1=a\,e^{q_1x}\ (x<0),\qquad \tilde\sigma_2=a\,e^{-q_2x}\ (x>0).$$

The gradients at the junction are $+aq_1$ on the left and $-aq_2$ on the right. The constant $G$ transforms to $G/s$, so flux continuity is

$$\kappa_1\left(aq_1+\frac Gs\right)=\kappa_2\left(-aq_2+\frac Gs\right).$$

Because $\kappa_iq_i=\sqrt{\kappa_is}$, collecting the terms in $a$ gives

$$a\sqrt s\left(\sqrt{\kappa_1}+\sqrt{\kappa_2}\right)=\frac{G(\kappa_2-\kappa_1)}s .$$

Now $\kappa_2-\kappa_1=(\sqrt{\kappa_2}-\sqrt{\kappa_1})(\sqrt{\kappa_2}+\sqrt{\kappa_1})$. The sum cancels, and

$$a(s)=\frac{G(\sqrt{\kappa_2}-\sqrt{\kappa_1})}{s^{3/2}} .$$

To return to time, use $\int_0^\infty e^{-st}\sqrt t\,dt=\Gamma(3/2)\,s^{-3/2}=\tfrac12\sqrt\pi\,s^{-3/2}$. Thus $s^{-3/2}$ is the transform of $2\sqrt{t/\pi}$, and

$$\boxed{\sigma(0,t)=2G\sqrt{\frac t\pi}\left(\sqrt{\kappa_2}-\sqrt{\kappa_1}\right)}$$

The difference $\kappa_2-\kappa_1$ is the mismatch in wind-driven flux. The sum of roots measures how readily the two segments together relieve it by diffusion. Their quotient is the difference of roots.

Q: What happens when the order of the segments is reversed, or when one of them is nearly immobile?

A: Exchanging the segments changes the sign: a slower downstream segment lets atoms pile up and gives compression. Reversing the current reverses $G$ and has the same effect on the sign.

If $\kappa_1\to0$, the law becomes $2G\sqrt{\kappa_2t/\pi}$, and segment 1 acts as a wall that supplies no atoms. If instead the segments are nearly alike, with $\kappa_2=\kappa+\Delta\kappa$ and $\kappa_1=\kappa$, then $\sqrt{\kappa_2}-\sqrt{\kappa_1}\approx\Delta\kappa/(2\sqrt\kappa)$ and

$$\sigma(0,t)\approx G\,\Delta\kappa\sqrt{\frac{t}{\pi\kappa}} .$$

A small mismatch therefore acts linearly.

Q: You have the stress at one point. How far does it reach?

A: Define $\operatorname{ierfc}(z)=e^{-z^2}/\sqrt\pi-z\,\operatorname{erfc}(z)$. Differentiation gives $\operatorname{ierfc}'=-\operatorname{erfc}$ and $\operatorname{ierfc}''=2e^{-z^2}/\sqrt\pi$. Consider

$$u(y,t)=2\sqrt t\,\operatorname{ierfc}(z),\qquad z=\frac{y}{2\sqrt{\kappa t}},\qquad \frac{\partial z}{\partial t}=-\frac z{2t},$$

where $y\ge0$ is the distance from the junction. Then

$$\frac{\partial u}{\partial t}=\frac{\operatorname{ierfc}(z)+z\operatorname{erfc}(z)}{\sqrt t}=\frac{e^{-z^2}}{\sqrt{\pi t}},\qquad
\frac{\partial^2u}{\partial y^2}=\frac{2\sqrt t}{4\kappa t}\,\frac{2e^{-z^2}}{\sqrt\pi}=\frac{e^{-z^2}}{\kappa\sqrt{\pi t}} .$$

So $\partial_tu=\kappa\,\partial_y^2u$. Also $u(0,t)=2\sqrt{t/\pi}$, and $u$ starts at zero for $y>0$. It is the decaying solution whose transform is $e^{-qy}/s^{3/2}$. Therefore

$$\sigma_i(x,t)=2G\sqrt t\left(\sqrt{\kappa_2}-\sqrt{\kappa_1}\right)\operatorname{ierfc}\!\left(\frac{|x|}{2\sqrt{\kappa_it}}\right).$$

The stress spreads over a distance of order $\sqrt{\kappa_it}$, farther in the faster segment.

Q: If the stress keeps rising, does the atomic flux through the junction keep changing?

A: Not as long as the ends play no part. From the left side, the transform of $\kappa_1\sigma_1'$ at the junction is $a\sqrt{\kappa_1s}=G(\sqrt{\kappa_1\kappa_2}-\kappa_1)/s$, which belongs to a constant. Adding $\kappa_1G$ leaves $G\sqrt{\kappa_1\kappa_2}$. Dividing by $B$,

$$v(0,t)=\frac{F\sqrt{D_1D_2}}{k_BT}.$$

The flux is set by the geometric mean of the diffusivities. It exceeds the undisturbed flux of the slow segment and falls below that of the fast one, so with $D_2>D_1$ both segments lose atoms near the junction.

Integrating the stress equation over each segment shows how the loss is shared:

$$\frac{d}{dt}\int_0^\infty\sigma_2\,dx=G\kappa_2-G\sqrt{\kappa_1\kappa_2}=G\sqrt{\kappa_2}\left(\sqrt{\kappa_2}-\sqrt{\kappa_1}\right),$$

$$\frac{d}{dt}\int_{-\infty}^0\sigma_1\,dx=G\sqrt{\kappa_1\kappa_2}-G\kappa_1=G\sqrt{\kappa_1}\left(\sqrt{\kappa_2}-\sqrt{\kappa_1}\right).$$

The integrated stresses are in the ratio $\sqrt{\kappa_2}:\sqrt{\kappa_1}$.

Q: You slipped in equal $B$. Surely a different stress diffusivity is enough, whatever causes it?

A: It is not enough. Let both modulus and wind force differ, with $\kappa_i=B_i\Omega D_i/(k_BT)$. The exponentials are unchanged, but the continuous quantity is $v$, not $Bv$. Cancelling the common $1/(k_BT)$,

$$D_1\left(\frac{F_1}s+\Omega a\sqrt{\frac s{\kappa_1}}\right)=D_2\left(\frac{F_2}s-\Omega a\sqrt{\frac s{\kappa_2}}\right).$$

Solving for $a$ and inverting $s^{-3/2}$ as before,

$$\sigma(0,t)=2\sqrt{\frac t\pi}\;\frac{D_2F_2-D_1F_1}{\Omega\left(D_1/\sqrt{\kappa_1}+D_2/\sqrt{\kappa_2}\right)} .$$

If $D$ and $F$ are equal and only $B$ differs, the numerator vanishes. The stress diffusivities differ, yet the wind moves the same flux through both segments, and the junction stays unstressed until stress arrives from the line ends. The law with the difference of roots requires the contrast in $\kappa$ to come from $D$. The root-time growth itself survives in the general formula whenever $D_2F_2\ne D_1F_1$.

Q: Give me numbers, and show where they come from.

A: Take $T=573$ K, so $k_BT=0.04938$ eV, with $\Omega=12$ Å$^3$, $B=20$ GPa, $Z=1$, $\rho=4$ µΩ cm and $j=1$ MA/cm$^2$. The field $\rho j$ is 4 V/cm, which gives $F=4\times10^{-8}$ eV/Å. Dividing by $\Omega$ and converting to engineering units gives $G=5.341$ MPa/µm.

Let $D_1=10^{-13}$ and $D_2=9\times10^{-13}$ cm$^2$/s. The first is 0.036 µm$^2$/h. The factor $B\Omega/(k_BT)$ is about 30.3, so $\kappa_1=1.092$ µm$^2$/h, and likewise $\kappa_2=9.829$ µm$^2$/h. After 10 h the ranges $\sqrt{\kappa_it}$ are 3.305 and 9.914 µm, and

$$\sigma(0,10\,\mathrm h)=\frac{2\times5.341\times(9.914-3.305)}{\sqrt\pi}\ \mathrm{MPa}=39.8\ \mathrm{MPa},$$

or $2.49\times10^{-4}$ eV/Å$^3$. The flux through the junction is 0.875 nm/h.

For a chosen stress rise $S$, squaring the law gives

$$t_S=\frac{\pi S^2}{4G^2(\sqrt{\kappa_2}-\sqrt{\kappa_1})^2}.$$

With $S=50$ MPa this is $10\,\mathrm h\times(50/39.83)^2=15.8$ h.

Q: That arithmetic uses your own formula. What tests the formula?

A: A finite-volume simulation of atom conservation, which takes $D$, $B$, $F$, $\Omega$ and $T$ as inputs and uses neither $\kappa$ nor $G$. Each segment is 100 µm long with a blocked outer end. At 10 h it gives 39.83 MPa at the junction, the same as the formula to the digits shown. Between 2.5 and 10 h the stress grows with exponent 0.4999. The flux at 10 h is again 0.8749 nm/h, and the integrated stresses within 50 µm on either side are in the ratio 3, which is $\sqrt{\kappa_2/\kappa_1}$.

For the general formula, I halved $B_2$ and raised $F_2$ by 10%, keeping the two diffusivities. Formula and simulation both give 33.81 MPa at 10 h. With both diffusivities set to $9\times10^{-13}$ cm$^2$/s, equal forces and $B_2$ half of $B_1$, the simulated junction stress is zero to the four decimals shown. The values are collected in the numerical output.

Q: Your law grows without limit. No line is infinitely long.

A: The ends eventually intervene. At the blocked anode end, $x=L_2$, zero flux requires $\partial_x\sigma=-G$. Measured inward by $y=L_2-x$, this is $\partial_y\sigma=+G$. A decaying wave $b\,e^{-q_2y}$ must then satisfy $-bq_2=G/s$, so $b=-G\sqrt{\kappa_2}/s^{3/2}$: the anode end goes into compression.

When this wave reaches the junction, let its amplitude be $c=b\,e^{-q_2L_2}$, the reflected amplitude $r$ and the transmitted amplitude $h$. Continuity gives $c+r=h$. The constant drive is already balanced by the junction solution, so the added fluxes must match: $\sqrt{\kappa_1}\,h=\sqrt{\kappa_2}\,(c-r)=\sqrt{\kappa_2}\,(2c-h)$. Hence $h=2\sqrt{\kappa_2}\,c/(\sqrt{\kappa_1}+\sqrt{\kappa_2})$, and the first correction at the junction is

$$\Delta\sigma=-\frac{2\sqrt{\kappa_2}}{\sqrt{\kappa_1}+\sqrt{\kappa_2}}\;2G\sqrt{\kappa_2t}\;\operatorname{ierfc}\!\left(\frac{L_2}{2\sqrt{\kappa_2t}}\right).$$

The cathode end gives the same expression with index 1 and a positive sign, because atoms leave that end. At 100 h the cathode wave is still negligible, since it must cross 100 µm of the slow segment, so this comparison tests only the anode wave. That wave shifts the stress by $-2.96$ MPa, in formula and simulation alike, and the law's 126 MPa becomes 123 MPa (about 124 MPa with the stress-dependent diffusivity discussed below). At 1000 h the law would give 398 MPa, but the finite line has only 132 MPa.

Q: Does it then settle at some high plateau?

A: Not in this line. In the final state the flux is zero everywhere, so $\sigma=\sigma_0-Gx$. Blocked ends conserve atoms, and with uniform $B$ the integral of $\sigma$ must stay zero:

$$0=\int_{-L_1}^{L_2}(\sigma_0-Gx)\,dx=\sigma_0(L_1+L_2)-\frac G2\left(L_2^2-L_1^2\right),$$

so $\sigma_0=G(L_2-L_1)/2$. The diffusivities have dropped out. For equal lengths the junction stress returns to zero, and at 10,000 h the simulation has already fallen to 2.8 MPa. With $L_1=60$ µm and $L_2=100$ µm the formula gives 106.8 MPa, which the simulation reproduces at $10^5$ h. The root-time law thus describes an early transient. All these long-time figures assume that no void forms on the way. Those at 1000 and 10,000 h also assume constant diffusivities, although the stress near the ends by then reaches hundreds of MPa, so they are only rough guides to a real line.

Q: Stress also changes the diffusivity. Does that spoil the 10 h result?

A: I tested it by multiplying $D$ by $\exp[\Omega\sigma/(k_BT)]$. Since $\sigma$ is measured from the initial stress, $D$ here must be the diffusivity at that initial stress, not the stress-free value. At 39.8 MPa the exponent is about 0.06, yet the junction stress rises by only 0.5% relative to the constant-$D$ simulation. The factor multiplies both parts of the flux. Under tension it strengthens the wind-driven part, which raises the junction stress, but it also strengthens the stress-driven part, which relieves it. Applied to one part at a time, the factor raises the junction stress by about 2.4% through the wind-driven part and lowers it by about 1.8% through the stress-driven part. Each change is already well below 6%, and the two largely cancel. The neglected density change is smaller still, 0.2% in magnitude at the junction.

An abrupt junction is a stronger idealization. If $\ln D$ changes linearly over 2 µm, the stress at the centre at 10 h is 6.6% lower than for the abrupt case. That width is not negligible beside the 3.3 µm range in segment 1.

Q: And how close is any of this to a real interconnect?

A: The parameters are round values in the rough regime of copper damascene lines under accelerated test, where temperatures near 300 °C and current densities of order 1 MA/cm$^2$ are typical. The diffusivities are the least certain inputs, since they depend strongly on grain structure and interfaces. As long as the ends play no part, multiplying both by ten multiplies the stress by $\sqrt{10}\approx3.2$ at fixed time. The ninefold contrast is a choice, not a measurement, and $B$ depends on the surrounding materials. Real lines also break the assumption of equal wind force: 10% higher resistivity in segment 2 alone, with $Z$ unchanged, raises the 10 h stress by 11%. A 10% lower modulus there lowers it by 3.9%. Warming the whole line by 5 K through Joule heating, with resistivity held fixed and an activation energy of 0.9 eV in both segments, raises it by 7.7%.

Q: Then may I read 15.8 h as a lifetime?

A: No. It is the time to a chosen stress rise of 50 MPa. Voiding depends on the total stress, including the initial thermal stress, and on local flaws that this model does not contain.

The same caution applies at the temperature of use. With $F$, $B$ and the 0.9 eV activation energy held fixed, $t_S$ scales as $1/\kappa$, hence as $T\exp[0.9\,\mathrm{eV}/(k_BT)]$. Going from 573 to 378 K multiplies it by

$$\frac{378}{573}\exp\!\left[\frac{0.9\,\mathrm{eV}}{k_B}\left(\frac1{378\,\mathrm K}-\frac1{573\,\mathrm K}\right)\right]\approx8.0\times10^3,$$

which turns 15.8 h into 14.4 years. Holding $F$ fixed is itself an assumption. Resistivity falls on cooling, but at fixed current $F=Z\rho j$ falls in proportion only if $Z$ stays constant, and the effective charge can change with temperature too. The two segments may also have different activation energies, and then the contrast between $\kappa_1$ and $\kappa_2$ changes with temperature. The factor above no longer applies, and $t_S$ must be recomputed from both diffusivities at the new temperature. If the contrast reverses, the junction at first goes into compression instead, and the root-time law gives no time to the chosen tension.

## Numbers as computed

```
Temperature: 573 K
Thermal energy kT: 0.04938 eV
Atomic volume: 12 angstrom^3
Confinement modulus: 20 GPa
Effective charge magnitude: 1
Resistivity: 4 microohm cm
Current density: 1 MA/cm2
Atomic diffusivity 1: 1e-13 cm2/s
Atomic diffusivity 2: 9e-13 cm2/s
Length of each segment: 100 um
Electric field: 4 V/cm
Wind force: 4e-08 eV/angstrom
Drive G: 5.341 MPa/um
Stress diffusivity 1: 1.092 um2/h
Stress diffusivity 2: 9.829 um2/h
Example time: 10 h
Stress range 1, sqrt(kappa1 t): 3.305 um
Stress range 2, sqrt(kappa2 t): 9.914 um
Junction stress, formula: 39.83 MPa
Same, converted: 0.0002486 eV/angstrom^3
Junction stress, simulation: 39.83 MPa
Time exponent, simulation: 0.4999
Junction atomic volume flux, formula: 0.8749 nm/h
Same flux, simulation: 0.8749 nm/h
Integrated stress ratio 2:1, simulation: 3
Chosen stress rise: 50 MPa
Time to chosen rise: 15.76 h
Simulated stress at that time: 50 MPa
Unequal B and F test, formula: 33.81 MPa
Unequal B and F test, simulation: 33.81 MPa
Only B unequal, simulation: 0.0000 MPa (magnitude)
End-wave shift at 100 h, formula: -2.961 MPa
End-wave shift at 100 h, simulation: -2.961 MPa
At 100 h: law 126.0, finite line 123.0 MPa
At 1000 h: law 398.3, finite line 131.7 MPa
At 10000 h: law 1259.5, finite line 2.8 MPa
Shorter segment 1 in final-state test: 60 um
Final stress, formula: 106.8 MPa
Final stress, simulation: 106.8 MPa
Density change at junction: 0.199 % (magnitude)
Effect of stress-dependent D: 0.518 %
Graded junction width: 2 um
Effect of graded junction: -6.6 %
Effect of 10% lower B in 2: -3.9 %
Effect of 10% higher resistivity in 2: 11.3 %
Activation energy, both segments: 0.9 eV
Joule heating considered: 5 K
Effect of heating at fixed resistivity: 7.73 %
Temperature of use: 378 K
Time to rise in use, same force and B: 14.4 years
```
